# Mean Adjacent-Gap Ratio of Poisson Levels and the Localized Reference Value

## One level between two fixed neighbours

Take two energy levels held at \(0\) and \(0.8\,t\), where \(t\) is an energy unit, and place a third level between them at \(0.3\,t\). The two adjacent gaps are \(0.3\,t\) and \(0.5\,t\). Divide the smaller by the larger:

\[
r=\frac{0.3\,t}{0.5\,t}=0.600 .
\]

This adjacent-gap ratio is 1 when the middle level sits halfway and tends to 0 when it approaches either neighbour. The energy unit cancels.

Now let the middle level fall anywhere between its neighbours with equal probability. Let \(u\) be its fractional position, so that \(u\) is uniform on \([0,1]\) and the gaps are in the proportion \(u:(1-u)\). For \(u\le 1/2\) the ratio is \(u/(1-u)\); the other half of the interval is its mirror image and contributes equally. The mean is therefore

\[
\langle r\rangle=2\int_0^{1/2}\frac{u}{1-u}\,du
=2\int_0^{1/2}\left(\frac{1}{1-u}-1\right)du .
\]

An antiderivative of the bracket is \(-\ln(1-u)-u\). It vanishes at \(u=0\) and equals \(\ln2-1/2\) at \(u=1/2\), so

\[
\boxed{\langle r\rangle=2\ln 2-1\simeq 0.386}
\]

What remains is to find when a level in a long spectrum really is placed uniformly between its neighbours.

## First derivation: the position of the middle level

Draw \(N\ge3\) levels independently from one continuous probability density \(p(E)\), and then sort them. Write the sorted levels as \(E_1<E_2<\dots<E_N\), with

\[
s_n=E_{n+1}-E_n,\qquad
r_n=\frac{\min(s_n,s_{n+1})}{\max(s_n,s_{n+1})}.
\]

Consider three consecutive levels at \(a<E<c\). There are \(N(N-1)(N-2)\) ways to choose which of the drawn levels occupy the three places. The other \(N-3\) levels must all lie outside \([a,c]\). The density of such triples is therefore

\[
\rho(a,E,c)=N(N-1)(N-2)\,p(a)p(E)p(c)
\left[1-\int_a^c p(E')\,dE'\right]^{N-3}.
\]

With \(a\) and \(c\) fixed, the middle energy enters through the factor \(p(E)\) alone. Normalizing over the allowed interval gives the conditional density

\[
p(E\,|\,a,c)=\frac{p(E)}{\int_a^c p(E')\,dE'} .
\]

If \(p\) is constant between \(a\) and \(c\), then \(u=(E-a)/(c-a)\) is uniform, as in the opening case. For a density that is uniform over the whole band this holds for every triple and for any \(N\ge3\). Sampling confirms the mean for few levels and for many: \(0.3863\pm0.0004\) for three levels and \(0.3861\pm0.0005\) for a thousand.

The full distribution follows from the same picture. For \(0\le x\le1\), the condition \(u/(1-u)<x\) means \(u<x(1-u)\), hence \(u<x/(1+x)\). Adding the mirror interval near \(u=1\) doubles the probability:

\[
P(r<x)=\frac{2x}{1+x},\qquad
P(r)=\frac{d}{dr}\frac{2r}{1+r}=\frac{2}{(1+r)^2}.
\]

The density does not vanish at \(r=0\), because nothing keeps independent levels apart, and it falls steadily as \(r\) grows. About 18% of the ratios lie below 0.1.

### When the density is not flat

Let \(m=(a+c)/2\), \(D=c-a\) and \(y=E-m=D(u-1/2)\). Expand a smooth density about \(m\), where \(p\), \(p'\) and \(p''\) are evaluated and \(p>0\):

\[
p(m+y)\simeq p+p'y+\tfrac12p''y^2,\qquad
\int_{-D/2}^{D/2}p(m+y)\,dy\simeq pD+\frac{p''D^3}{24}.
\]

The linear term has integrated to zero. Dividing, and multiplying by \(dE/du=D\), gives the density of \(u\) to second order in \(D\):

\[
f(u)\simeq1+\frac{p'D}{p}\left(u-\tfrac12\right)
+\beta\left[\left(u-\tfrac12\right)^2-\tfrac1{12}\right],
\qquad \beta=\frac{p''D^2}{2p}.
\]

The ratio is unchanged under \(u\to1-u\), while the slope term changes sign. The slope therefore drops out of the mean, and curvature gives the leading shift \(\beta K\), with

\[
K=2\int_0^{1/2}\frac{u}{1-u}
\left[\left(u-\tfrac12\right)^2-\tfrac1{12}\right]du .
\]

Set \(v=1-u\). The first factor becomes \(1/v-1\), and the bracket becomes \(v^2-v+1/6\). Their product is \(-v^2+2v-7/6+1/(6v)\), so that

\[
K=2\int_{1/2}^{1}\left(-v^2+2v-\frac76+\frac1{6v}\right)dv
=2\left(-\frac7{24}+\frac34-\frac7{12}+\frac{\ln2}{6}\right)
=\frac{\ln2}{3}-\frac14 .
\]

This is about \(-0.019\): a density that bulges upward in the middle (\(p''<0\)) favours central positions and raises the mean ratio.

For a Gaussian of standard deviation \(\sigma\), \(p''/p=(m^2/\sigma^2-1)/\sigma^2\). At \(m=0.5\,\sigma\) and \(D=0.3\,\sigma\) this gives \(\beta=-0.75\times0.09/2=-0.03375\), and a shift of \(6.4\times10^{-4}\). Direct quadrature gives the same value to two figures.

In a region where \(p\) is smooth and positive, typical intervals shrink as \(1/N\), so this shift falls as \(1/N^2\). Three levels drawn from a Gaussian have mean ratio \(0.4078\pm0.0004\), clearly above the flat-density value; there \(D\) is comparable to \(\sigma\) and the expansion cannot be used quantitatively. A thousand Gaussian levels give \(0.3861\pm0.0005\). The few outermost levels of a band tail remain sparse even at large \(N\), and the argument does not cover them.

## Second derivation: independent exponential gaps

Dense independent levels are called Poisson levels, because the number of them in an energy interval that holds only a small share of all the levels closely follows a Poisson distribution. Their gaps follow from the triple density above. Take \(p=1/B\) on a band of width \(B\), and let the two adjacent gaps be \(s\) and \(s'\). The triple density above becomes

\[
\rho=\frac{N(N-1)(N-2)}{B^3}\left(1-\frac{s+s'}{B}\right)^{N-3}.
\]

The lowest level of the triple may lie anywhere in a range of length \(B-s-s'\). Integrating over its position multiplies \(\rho\) by this length. Dividing by the number of triples, \(N-2\), gives the joint density of two adjacent gaps:

\[
f(s,s')=\frac{N(N-1)}{B^2}\left(1-\frac{s+s'}{B}\right)^{N-2}.
\]

Integrating over \(s'\) from 0 to \(B-s\) leaves the density \((N/B)(1-s/B)^{N-1}\) for one gap. Hence a gap exceeds \(s\) with probability \((1-s/B)^N\).

Let \(N\) and \(B\) grow with \(\delta=B/N\) fixed. Then \((1-s/B)^N\to e^{-s/\delta}\), and the joint density becomes

\[
f(s,s')\to\frac{1}{\delta^2}e^{-(s+s')/\delta}
=\left(\frac{e^{-s/\delta}}{\delta}\right)
\left(\frac{e^{-s'/\delta}}{\delta}\right).
\]

The two gaps are now independent and exponential, with the same mean \(\delta\).

Let \(q=s/s'\). At fixed \(s'\), \(ds=s'\,dq\), so the density of \(q\) is

\[
g(q)=\int_0^\infty\frac{s'}{\delta^2}\,e^{-(1+q)s'/\delta}\,ds'
=\frac{1}{(1+q)^2},
\]

where \(\int_0^\infty s'e^{-\alpha s'}ds'=1/\alpha^2\) was used with \(\alpha=(1+q)/\delta\). The mean gap has cancelled.

A value \(r<1\) arises from \(q=r\) and from \(q=1/r\). The second branch carries the Jacobian \(|dq/dr|=1/r^2\):

\[
P(r)=\frac1{(1+r)^2}+\frac1{r^2}\frac1{(1+1/r)^2}
=\frac2{(1+r)^2}.
\]

The mean follows by writing \(r=(1+r)-1\) in the numerator:

\[
\langle r\rangle=2\int_0^1\left[\frac1{1+r}-\frac1{(1+r)^2}\right]dr
=2\left(\ln2-\frac12\right)=2\ln2-1 .
\]

For the second moment, \(r^2=(1+r)^2-2(1+r)+1\), and therefore

\[
\langle r^2\rangle=2\int_0^1\left[1-\frac2{1+r}+\frac1{(1+r)^2}\right]dr
=2\left(1-2\ln2+\frac12\right)=3-4\ln2 .
\]

The standard deviation is \(\sqrt{0.2274-0.3863^2}\simeq0.280\). A single ratio thus says little. If correlations between ratios are ignored, the mean of \(n\) ratios has a standard error of about \(0.280/\sqrt n\), or 0.028 for a hundred ratios. Neighbouring ratios share a gap and are positively correlated, so for consecutive ratios of Poisson levels the actual error is larger, about \(0.32/\sqrt n\).

The mean of the ratio must not be replaced by the ratio of the means. Both gaps exceed \(s\) with probability \(e^{-2s/\delta}\), so the smaller has mean \(\delta/2\). The two gaps sum to \(2\delta\) on average, so the larger has mean \(3\delta/2\). The ratio of means is \(1/3\), not 0.386.

## What each derivation assumes

The first derivation assumes independent levels and a density that is flat across one pair of gaps. It does not need the gaps to be independent, and for three levels in a finite band they are not: their sum cannot exceed \(B\). It also shows how a curved density changes the answer. The uniform position of the middle level does not by itself fix the distribution of the gaps.

The second derivation assumes independent exponential gaps with equal means. For independent levels this is the dense limit, so less is covered at small \(N\). In return it supplies the gap distribution and the separate means of the smaller and larger gap.

Their common ground is that the joint gap density depends on \(s\) and \(s'\) through their sum alone. If \(f(s,s')=F(s+s')\), then fixing \(s+s'=D\) leaves every division of \(D\) equally likely, and the opening calculation applies whatever \(F\) is. Two consequences follow.

First, the mean gap may vary slowly along the spectrum. Mixing exponential pairs with different \(\delta\) still gives a function of \(s+s'\), so the levels need not be rescaled to constant density (unfolded) beforehand. This requires \(\delta\) to be nearly the same for the two gaps of each pair.

Second, a mean ratio of 0.386 does not establish exponential gaps, since other functions \(F\) give the same value.

## Why localized states supply such levels

In the Anderson model each site \(i\) has a random energy \(\varepsilon_i\), and neighbouring sites are joined by hopping \(t\). Here the \(\varepsilon_i\) are independent and uniform on \([-W/2,W/2]\). At zero hopping the levels are the site energies themselves, and the result applies directly. The disorder must be continuous: if the site energies took two values, most gaps in a long spectrum at zero hopping would vanish and most ratios would be undefined.

With hopping, consider two localized states a distance \(R\) apart, with energy difference \(\Delta\) and coupling \(V\sim t\,e^{-R/\xi}\), where \(\xi\) is the decay length. The matrix

\[
\begin{pmatrix}\Delta/2&V\\V&-\Delta/2\end{pmatrix}
\]

has eigenvalues \(\pm\tfrac12\sqrt{\Delta^2+4V^2}\), so the splitting is at least \(2|V|\). This repulsion matters for adjacent levels when \(V\) is at least comparable to the mean gap \(\delta\), which means

\[
R\lesssim R_c\sim\xi\ln(t/\delta).
\]

In \(d\) dimensions the share of pairs this close is of order \(R_c^d/N\). Since \(\delta\propto1/N\), it falls as \((\ln N)^d/N\) for fixed \(\xi\). Adjacent levels then usually belong to distant states that barely influence each other. This is an estimate, not a proof that the levels become independent.

Chains with \(W=6\,t\) illustrate it; that their states are localized is taken here as a known property of one-dimensional chains with independent site disorder. Using the central half of each spectrum, the mean ratio falls from \(0.4357\pm0.0015\) at 25 sites to \(0.3984\pm0.0015\) at 100, \(0.3919\pm0.0016\) at 400 and \(0.3892\pm0.0015\) at 1600. The excess over the Poisson value falls from

\[
0.4357-0.3863=0.0494
\quad\text{to}\quad
0.3892-0.3863=0.0029,
\]

and the last figure is about two standard errors.

A long chain can be compared with one cut into pieces that cannot interact. Merging the spectra of 64 separate 25-site chains gives \(0.3857\pm0.0015\), which agrees with the Poisson value although the same short chains, taken one at a time, average 0.4357. After merging, adjacent levels mostly come from different chains.

## Reading the value near a mobility edge

In a disordered sample without spatial symmetries, extended states overlap throughout the sample and their levels repel. Disorder matters here: the states of a clean box are extended too, yet their levels need not repel. Periodic cubes of \(8\times8\times8\) sites with \(W=8\,t\), taken as lying on the extended side of the three-dimensional transition, give \(0.5289\pm0.0037\). Real symmetric random matrices give \(0.5332\pm0.0023\), in agreement within the errors. This reference value holds for real Hamiltonians such as the one used here; breaking time-reversal symmetry, as a magnetic field can, raises it.

At \(W=60\,t\) the cubes give \(0.4027\pm0.0031\). This is far from the extended value, but it is still above 0.3863 by 0.0164, about five standard errors. Remaining repulsion between nearby sites in a small cube is a plausible cause; larger cubes would be needed to confirm it. For localized states the Poisson number is the value expected in the limit of large samples, not one that every strongly disordered sample must show.

A mobility edge separates localized from extended energies within one spectrum, so the energy window matters. If half the ratios in a window came from each limiting class, their mean would be

\[
\tfrac12(0.3863+0.5332)\simeq0.46 .
\]

An intermediate value may therefore reflect a window that straddles the edge, or a finite sample, and does not by itself identify critical states. Narrow windows and several sample sizes are needed to tell these apart.

The converse inference also fails. Merging the spectra of the 30 cubes with \(W=8\,t\) gives 0.3892, although none of the states has changed. About 7,700 ratios enter this mean, so its statistical error is roughly \(0.280/\sqrt{7700}\simeq0.003\) if correlations between neighbouring ratios are ignored. The result is compatible with the Poisson value. Symmetry acts in the same direction inside a single sample, because levels from different symmetry sectors do not repel. Mixing a few independent sectors, each with repelling levels, lowers the ratio, and mixing many brings it close to the Poisson value. Sectors need not be independent: when symmetry makes two of them degenerate, or when localized states form nearly degenerate mirror pairs, many gaps almost vanish and the mixed ratio falls far below 0.386. Sectors must be separated before a ratio near 0.386 is read as a sign of localization. The numerical output lists the sampled values and their errors.

## Computed values

```
All gap ratios r are dimensionless; energies are in units of hopping t
Gap ratio of the triple with gaps 0.3 t and 0.5 t: 0.600
Poisson mean, formula: 0.386294
Poisson mean, double integral: 0.386294
Poisson mean square, formula: 0.227411
Poisson mean square, double integral: 0.227411
Poisson standard deviation of r: 0.2796
Uniform density, 1000 levels, mean r: 0.3861 +/- 0.0005
P(r<0.1) sampled, formula: 0.1812, 0.1818
P(r<0.5) sampled, formula: 0.6670, 0.6667
P(r<0.8) sampled, formula: 0.8895, 0.8889
P(gap > mean gap) sampled, formula: 0.3678, 0.3681
Ratio of means <min>/<max>, sampled: 0.3334
Uniform density, 3 levels, mean r: 0.3863 +/- 0.0004
Gaussian density, 3 levels, mean r: 0.4078 +/- 0.0004
Gaussian density, 1000 levels, mean r: 0.3861 +/- 0.0005
Curvature test: midpoint 0.5 sigma, outer interval 0.3 sigma
Curvature shift of mean r, quadrature: 6.395e-04
Curvature shift of mean r, formula: 6.396e-04
Chain disorder width W: 6.0 t
Chain of 25 sites, 3840 samples, mean r: 0.4357 +/- 0.0015
Chain of 100 sites, 960 samples, mean r: 0.3984 +/- 0.0015
Chain of 400 sites, 240 samples, mean r: 0.3919 +/- 0.0016
Chain of 1600 sites, 60 samples, mean r: 0.3892 +/- 0.0015
64 separate 25-site chains merged, mean r: 0.3857 +/- 0.0015
Real symmetric random matrices (200x200), mean r: 0.5332 +/- 0.0023
Cube of 512 sites, W = 8 t, 30 samples, mean r: 0.5289 +/- 0.0037
Cube of 512 sites, W = 60 t, 30 samples, mean r: 0.4027 +/- 0.0031
30 cubes with W = 8 t merged, mean r: 0.3892
```
